# Blocked-Diffusion Impedance of a Planar Electrode and Its Two Limits

## Two readings from one film

A lithium-storing film 300 nm thick is driven by a small alternating current. At 1 Hz the diffusion part of its impedance has real part 5.73 and negative imaginary part 5.73 ohm cm². At 10 Hz both are 1.81, smaller by a factor $\sqrt{10}$. At 1 mHz the two numbers are 20.3 and 1078. The same diffusion process gives equal resistive and reactive parts at one end of the spectrum and something close to a capacitor at the other. Why equal, why the square root, and what sets the 20.3?

**Setting.** The film fills $0<x<L$. Ions enter and leave at $x=0$, where it touches the electrolyte; at $x=L$ sits a metal contact that ions cannot cross. Let $c(x,t)$ be the small departure of the ion concentration from its uniform resting value. The ion flux along $+x$ is $-D\,\partial c/\partial x$, where $D$ is the chemical diffusion coefficient, that of ions moving together with their compensating electrons. Conservation gives

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}.$$

The current density $j$ is positive when ions are extracted, with one charge $F$ per mole of ions. Extraction means a flux $-j/F$ along $+x$ at the surface, so $-Dc'(0)=-j/F$, or

$$c'(0)=\frac{j}{FD}.$$

The measured potential follows the surface composition through the equilibrium curve $E(c)$. For a small signal $\delta E=E'\,c(0)$, with $E'=dE/dc<0$: adding ions lowers the potential. I take $D$ and $E'$ as constant over the signal, the film as a single phase of uniform thickness, and its ohmic drop as negligible. Charge transfer at the surface is added later.

With all quantities varying as $e^{i\omega t}$, and the same symbols now denoting complex amplitudes, the diffusion equation becomes

$$c''=q^2c,\qquad q=\sqrt{\frac{i\omega}{D}}=(1+i)\sqrt{\frac{\omega}{2D}}.$$

The root with positive real part is used; $\sqrt i=(1+i)/\sqrt2$.

## Simple case: a film without a back face

If the film is very thick, the disturbance must die away inside it, so $c=Ae^{-qx}$. The surface condition gives $-qA=j/(FD)$, hence $A=-j/(FDq)$. The potential amplitude is $E'A=|E'|\,j/(FDq)$; the two minus signs cancel. Dividing by $j$,

$$Z_W=\frac{|E'|}{FDq}=\frac{|E'|}{F\sqrt{i\omega D}}=\frac{|E'|}{F\sqrt{2\omega D}}\,(1-i).$$

This is the Warburg impedance. It answers the first two questions. The equal parts come from $1/\sqrt i$, and the square root of frequency from the penetration depth $\delta=\sqrt{2D/\omega}$ over which $|e^{-qx}|$ falls by a factor $e$. Faster driving confines the exchange of ions to a thinner layer, but each half-cycle also moves less charge, and the net surface change falls as $\omega^{-1/2}$.

For $D=10^{-10}$ cm²/s at 1 Hz,

$$\delta=\sqrt{\frac{2\times10^{-10}}{6.283}}\ \text{cm}\approx 56\ \text{nm},$$

well short of 300 nm. The ions near the surface do not feel the back face. At 1 mHz $\delta$ is larger by $\sqrt{1000}$, about 1800 nm, and the back face must be included.

## General case: a blocked back face

No ions cross $x=L$, so $c'(L)=0$. Write the general solution about that face:

$$c=A\cosh[q(L-x)]+B\sinh[q(L-x)].$$

Its derivative is

$$c'=-q\{A\sinh[q(L-x)]+B\cosh[q(L-x)]\}.$$

At $x=L$ this equals $-qB$, so $B=0$. At $x=0$ it must equal $j/(FD)$, so $A=-j/(FDq\sinh qL)$ and

$$c(x)=-\frac{j}{FDq}\,\frac{\cosh[q(L-x)]}{\sinh qL}.$$

Then $Z=E'c(0)/j$ gives

$$Z=\frac{|E'|}{FDq}\coth qL.$$

Define

$$\tau=\frac{L^2}{D},\qquad R_D=\frac{L|E'|}{FD},\qquad z=qL=\sqrt{i\omega\tau}.$$

Since $1/q=L/z$,

$$\boxed{Z=R_D\,\frac{\coth z}{z}}$$

Units: $E'$ in V cm³/mol times $L$ in cm, divided by $FD$ in C cm²/(mol s), gives V cm²/A, which is ohm cm².

**Numbers.** The site density is 0.051 mol/cm³ and the potential falls by 1 V per unit lithium fraction, so $|E'|=1/0.051=19.61$ V cm³/mol. With $L=3\times10^{-5}$ cm,

$$\tau=\frac{(3\times10^{-5})^2}{10^{-10}}=9.0\ \text{s},$$

$$R_D=\frac{3\times10^{-5}\times19.61}{96485\times10^{-10}}=61.0\ \text{ohm cm}^2.$$

A direct numerical solution of the diffusion equation on 2000 cells, at seven values of $\omega\tau$ from 0.02 to 1000, agrees with the boxed formula to a relative error of at most $3.1\times10^{-5}$.

## First limit: high frequency

From the exponential form of the hyperbolic cotangent,

$$\coth z=\frac{e^{2z}+1}{e^{2z}-1}=1+\frac{2}{e^{2z}-1}.$$

Let $s=\sqrt{2\omega\tau}$. Then $z=(1+i)s/2$ and $|e^{2z}|=e^{s}$. For large $s$ the second term has modulus close to $2e^{-s}$, and

$$Z\to\frac{R_D}{z}=R_D\,\frac{1-i}{\sqrt{2\omega\tau}}.$$

Putting in $R_D$ and $\tau$, the factors of $L$ cancel and $Z_W$ returns. In a Nyquist plot, $-\mathrm{Im}\,Z$ against $\mathrm{Re}\,Z$, this is a line through the origin at 45 degrees.

The error of this law, relative to the law itself, falls exponentially. At $\omega\tau=20$, $s=6.32$ and $2e^{-s}=0.36\,\%$; the numerical solution gives 0.359 %.

The correction has a direct reading. Its leading part is $2e^{-2qL}$, a diffusion wave that has gone to the back face and returned, a path of $2L$. It comes back reduced by $e^{-s}$ and delayed in phase by $s$ radians.

**How the phase reaches 45 degrees.** To separate real and imaginary parts, put $a=s/2$ and multiply numerator and denominator of $\coth(a+ia)$ by $\sinh(a-ia)$. The product formulas for hyperbolic functions give

$$\cosh(a+ia)\sinh(a-ia)=\tfrac12(\sinh s-i\sin s),$$

$$\sinh(a+ia)\sinh(a-ia)=\tfrac12(\cosh s-\cos s).$$

Also $1/z=2/[(1+i)s]=(1-i)/s$. Multiplying out $(1-i)(\sinh s-i\sin s)$,

$$\frac{Z}{R_D}=\frac{(\sinh s-\sin s)-i(\sinh s+\sin s)}{s(\cosh s-\cos s)}.$$

Let $\varphi=-\arg Z$ and $r=\sin s/\sinh s$. Then $\tan\varphi=(1+r)/(1-r)$, which is the tangent addition formula for

$$\varphi=45^\circ+\arctan\frac{\sin s}{\sinh s}.$$

As $s\to0$, $r\to1$ and $\varphi\to90^\circ$. The phase first equals 45 degrees at $s=\pi$, that is $\omega\tau=\pi^2/2=4.93$, or 87 mHz for this film. It then goes below 45 degrees, because $\sin s$ is negative. The extremum of $r$ satisfies $\cos s\sinh s=\sin s\cosh s$, or $\tan s=\tanh s$. The first positive root is $s=3.93$, which gives $\omega\tau=7.71$ and a phase of 43.4 degrees. A search on the numerical solution places the minimum there too. The small dip is therefore a property of the ideal film, produced by the returning wave.

## Second limit: low frequency

Now $z$ is small and the series of $\coth z$ is needed. The function is odd and behaves as $1/z$ at the origin, so write

$$\coth z=\frac1z+\alpha z+\beta z^3+\gamma z^5+\dots$$

It obeys $(\coth z)'=1-\coth^2z$. Comparing powers of $z$:

- $z^0$: $\alpha=1-2\alpha$, so $\alpha=1/3$.
- $z^2$: $3\beta=-(\alpha^2+2\beta)$, so $\beta=-1/45$.
- $z^4$: $5\gamma=-(2\alpha\beta+2\gamma)$, so $\gamma=2/945$.

Dividing by $z$ and using $z^2=i\omega\tau$, $z^4=-(\omega\tau)^2$,

$$\frac{Z}{R_D}=\frac{1}{i\omega\tau}+\frac13-\frac{i\omega\tau}{45}-\frac{2(\omega\tau)^2}{945}+\dots$$

The leading terms are

$$Z\to\frac{R_D}{3}+\frac{1}{i\omega C},\qquad C=\frac{\tau}{R_D}=\frac{FL}{|E'|}.$$

In the Nyquist plot this is a vertical line at $\mathrm{Re}\,Z=R_D/3$. The diffusion coefficient has dropped out of $C$: when the film fills and empties almost uniformly, $C$ is the charge stored per volt, a property of the equilibrium curve and the thickness.

For the film, $C=96485\times3\times10^{-5}/19.61=0.148$ F/cm² and $R_D/3=20.3$ ohm cm². At 1 mHz, $\omega\tau=0.0565$ and $R_D/(\omega\tau)=1078$ ohm cm². Both opening numbers are recovered. The phase there is 88.9 degrees. At 10 mHz, $\omega\tau=0.565$, and the correction to the real part is $-61.0\times2(0.565)^2/945=-0.04$ ohm cm², which accounts for the change from 20.32 to 20.28.

**Where the third comes from.** Extract a constant current for a time long compared with $\tau/\pi^2$, the decay time of the slowest diffusion mode $\cos(\pi x/L)$. Every point then loses ions at the same rate, and

$$c=-\frac{jt}{FL}+p(x),\qquad Dp''=-\frac{j}{FL}.$$

With $p'(L)=0$ one integration gives $p'=j(L-x)/(FLD)$, which has the required value $j/(FD)$ at $x=0$. A second gives

$$p=p_0+\frac{j}{FLD}\left(Lx-\frac{x^2}{2}\right).$$

The first term of $c$ already carries all the charge removed, so $p$ must average to zero. The average of the bracket is $L^2/2-L^2/6=L^2/3$, hence $p_0=-jL/(3FD)$. The potential change is

$$\delta E=E'c(0)=jR_D\left(\frac{t}{\tau}+\frac13\right).$$

The ramp is the capacitor. The offset $jR_D/3$ is the price of a parabolic profile whose surface is more depleted than its mean. A time-domain solution at $t=\tau$ and $1.5\tau$ agrees with this to within $0.001\,jR_D$.

## Is it the blocking that makes the capacitor?

Replace the contact by a reservoir that holds $c(L)=0$, leaving everything else fixed. Now the $\sinh$ term survives: $c=B\sinh[q(L-x)]$ with $-qB\cosh qL=j/(FD)$, and

$$Z_{\rm open}=R_D\,\frac{\tanh z}{z}.$$

For large $z$, $\tanh z\to1$ and the same 45-degree law appears. For small $z$, $Z_{\rm open}\to R_D$: a plain resistance, because ions pass through the film instead of accumulating. Numerically, the two back faces give the same impedance at $\omega\tau=1000$ to better than one part in a million, while at $\omega\tau=0.01$ the open film lies within 0.5 % of $R_D$. The 45 degrees belongs to diffusion near the surface, the capacitance to the blocked face.

## Reading $D$ from the two limits

The modulus of the 45-degree law, $R_D/\sqrt{\omega\tau}$, and that of the capacitor term alone, $R_D/(\omega\tau)$, meet at $\omega\tau=1$, here 17.7 mHz. This marks the changeover. Neither of these two is accurate there, though the capacitor in series with $R_D/3$ is still within about 2 %, since the next term of the series is only $-i\omega\tau/45$.

Two better routes to $D$ need the thickness and the capacitance. With $R_L=R_D/3$, the product $R_LC=\tau/3$, so

$$D=\frac{L^2}{3R_LC}.$$

Write the high-frequency law as $\sigma(1-i)\omega^{-1/2}$ with $\sigma=R_D/\sqrt{2\tau}$. Then $\sigma C=\sqrt{\tau/2}$, and

$$D=\frac{L^2}{2\sigma^2C^2}.$$

For the film $3\times20.32\times0.1476=9.0$ s, and with $\sigma=14.37$ ohm cm² s$^{-1/2}$, $2(14.37\times0.1476)^2=9.0$ s. Applied to numerically computed impedances at 1 mHz and 1 Hz, with $C$ taken from the 1 mHz value in both, the two routes return the input $D$ to about 0.01 %. In a measurement, a disagreement larger than the experimental error would show that some assumption of the model fails.

## Putting the film into an electrode

A real surface adds a charge-transfer resistance $R_{ct}$ in series with $Z$, and a double-layer capacitance $C_{dl}$ across both:

$$Z_{\rm tot}=\left[i\omega C_{dl}+\frac{1}{R_{ct}+Z}\right]^{-1}.$$

Take the rough values $R_{ct}=20$ ohm cm² and $C_{dl}=20$ µF/cm². The series resistance shifts the Nyquist curve sideways without changing its slope. The vertical line at low frequency then stands at $R_{ct}+R_D/3$, so $R_{ct}$, and in a real cell the electrolyte resistance as well, must be subtracted before $R_L$ is used to find $D$. The double layer also shifts the value of $D$ read from $\sigma$ at 1 Hz by 1 to 3 %. The phase of the whole electrode at 1 Hz is then 12.7 degrees, while the slope of the curve is 44.2 degrees. In such an electrode the signature to look for is the slope.

The slope survives over a limited window:

| $f$ (Hz) | slope of $Z_{\rm tot}$ curve (deg) |
|---|---|
| 0.1 | 57.8 |
| 1 | 44.2 |
| 10 | 20.4 |
| 100 | −54.6 |

*Upper end.* To first order in $\omega C_{dl}$ the double layer adds $-i\omega C_{dl}(R_{ct}+Z)^2$, which is roughly $-i\omega C_{dl}R_{ct}^2$ when $Z$ is small beside $R_{ct}$. At 10 Hz this is $62.8\times2\times10^{-5}\times400=0.50$ ohm cm². It grows with frequency while the diffusion part, 1.81 ohm cm², falls. Per unit of $\ln\omega$, $\mathrm{Re}\,Z$ changes by $-1.81/2=-0.91$ and $-\mathrm{Im}\,Z$ by $-0.91+0.50=-0.41$, so the slope is near $\arctan(0.41/0.91)=24$ degrees; the full circuit gives 20.4. The slope has fallen to 40 degrees at 3.7 Hz. At 100 Hz it is negative because the curve is on the charge-transfer arc.

*Lower end.* The 57.8 degrees at 0.1 Hz looks odd, since the phase of $Z$ itself is 44.1 degrees there. The slope is set by a derivative, which magnifies the returning wave. With $Z\approx(R_D/z)(1+2e^{-2z})$ and $d\ln\omega=2\,d\ln z$,

$$\frac{dZ}{d\ln\omega}\approx-\frac{R_D}{2z}\left[1+(2+4z)e^{-2z}\right].$$

At 0.1 Hz, $s=3.36$ and the bracket is about $0.65-0.16i$, with argument $-14$ degrees. The slope angle is then $45+14=59$ degrees, close to the full value. The straight part of the plot thus ends at a higher frequency than the phase of $Z$ alone would suggest.

## How far a real film departs from this

The parameters are rough values in the regime of lithium cobalt oxide films. Reported diffusion coefficients for this material spread over orders of magnitude; with $D$ ten times smaller and all else fixed, $\tau$ would be 90 s and the changeover near 1.8 mHz. Lithium moves easily along the oxide layers and poorly across them. If it moves along them alone, and the layers are tilted 30 degrees from the film normal, the diffusivity along the normal is $D\cos^2 30^\circ$ and $\tau$ grows by a factor 1.33; layers lying parallel to the surface would put the film outside this estimate altogether. Warming from 298 to 308 K with an assumed barrier of 0.3 eV raises $D$ by a factor 1.46, so temperature must be held steady during a slow scan. The ohmic resistance of the film, for an electronic conductivity of 1 S/cm, is $3\times10^{-5}$ ohm cm² and can be dropped. It varies inversely with the conductivity: 0.3 ohm cm² at $10^{-4}$ S/cm and 30 ohm cm² at $10^{-6}$ S/cm. It does not simply add in series. A chemical $D$ already contains it, $R_D=R_{\rm ion}+R_{\rm el}$, so at fixed $D$ the low-frequency resistance stays $R_D/3$. What fails is the surface condition, which assumes that electrons move far more easily than ions: at high frequency $\sigma$ is multiplied by $(R_{\rm ion}^2+R_{\rm el}^2)/R_D^2$ and a resistance $R_{\rm ion}R_{\rm el}/R_D$ appears. The Warburg part then falls by about 1 % at $10^{-4}$ S/cm and by about half at $10^{-6}$ S/cm, where the boxed formula no longer holds.

Uneven thickness acts more gently. Treat the film as patches in parallel, each with $C_i\propto L_i$ and $R_i\propto L_i$, where $R_i$ is the patch value of $R_D$. At low frequency each admittance is $i\omega C_i+\omega^2C_i^2R_i/3$. Averaging and inverting to the same order gives a series resistance $\langle C^2R\rangle/(3\langle C\rangle^2)$, proportional to $\langle L^3\rangle/\langle L\rangle^2$. For a Gaussian spread of relative width $w$ this is the uniform value multiplied by $1+3w^2$, an increase of 3 % at $w=0.1$ for the diffusion element alone; with the $R_{ct}$ above on each patch, the resistance left after subtracting $R_{ct}$ rises by about 4 %.

The small-signal assumption can be sized as well. For a 5 mV amplitude at $\omega\tau=3$, with assumed variations $d\ln D/dx_{\rm Li}=5$ and $d^2E/dx_{\rm Li}^2=3$ V, where $x_{\rm Li}$ is the lithium fraction, the second harmonic is 0.85 % of the fundamental. Doubling the drive doubles this ratio, within the 3 % allowed in the test.

The derivation fails where two phases coexist. There the equilibrium potential is flat, $E'\to0$, and charge is stored by moving a phase boundary, which the linear diffusion equation does not contain. The same restriction applies to a hydride-forming metal: the formula holds for hydrogen dissolved in one phase, with one charge $F$ per mole of hydrogen atoms, and not across the composition range where metal and hydride coexist. The values used above are collected in the numerical output.

## Computed results

```
INPUTS (rough, lithium cobalt oxide regime)
thickness L = 300 nm
diffusion coefficient D = 1.0e-10 cm2/s
site density = 0.051 mol/cm3
potential slope = -1.0 V per unit lithium fraction
Faraday constant = 96485.3 C/mol
dE/dc = -19.61 V cm3/mol
RESULTS
diffusion time tau = 9.00 s
R_D = 60.97 ohm cm2, R_D/3 = 20.32 ohm cm2
insertion capacitance C = 147.6 mF/cm2
Warburg coefficient = 14.37 ohm cm2 s^-1/2
frequency at omega tau = 1: 17.68 mHz
first 45-degree crossing: omega tau = 4.935
frequency of that crossing = 87.3 mHz
phase dip: 43.40 deg at omega tau = 7.71
deviation from 45-degree law at omega tau 20: 0.359 %
Diffusion element: f (Hz), Re Z, -Im Z (ohm cm2), -phase (deg)
   0.001    20.322   1078.197   88.92
   0.010    20.281    108.576   79.42
   0.100    17.200     16.684   44.13
   1.000     5.733      5.732   45.00
  10.000     1.813      1.813   45.00
D recovered, low-frequency route = 1.0001e-10 cm2/s
D recovered, Warburg route = 1.0001e-10 cm2/s
largest relative error, formula vs cells = 3.1e-05
NEGLECTED EFFECTS (rough inputs)
charge transfer 20 ohm cm2, double layer 20 uF/cm2
double layer / insertion capacitance = 1.35e-04
Full electrode: f (Hz), Nyquist slope angle (deg), -phase (deg)
     0.1    57.77    24.18
     1.0    44.18    12.74
    10.0    20.40     6.32
   100.0   -54.59    15.99
slope angle falls to 40 deg at 3.70 Hz
signal 5 mV at omega tau = 3, with
  dlnD/dx = 5, d2E/dx2 = 3 V:
  second harmonic / fundamental = 0.85 %
film resistance at 1 S/cm = 3.0e-05 ohm cm2
thickness spread 10 %: low-frequency resistance x 1.030
layers tilted 30 deg from normal: tau x 1.33
298 to 308 K, barrier 0.3 eV: D x 1.46
```
